# Heavy- and Light-Hole Overlap Factors in the Spherical Luttinger Model

## Definitions and conventions

Hole energies are counted positive from the top of the valence band. The spherical Luttinger Hamiltonian is

\[
H(\mathbf k)=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],\qquad \gamma_1>2\gamma>0 .
\]

Here \(m_0\) is the free-electron mass, and \(\mathbf J=(J_x,J_y,J_z)\) are the dimensionless \(4\times4\) matrices of angular momentum \(3/2\), so that \(\mathbf J^2=15/4\). They act on the four band-edge Bloch functions \(u_\nu(\mathbf r)\). Write \(\mathbf n=\mathbf k/k\). The eigenvalue of \(\mathbf n\cdot\mathbf J\) is called the helicity.

A hole scatters from \(\mathbf k\) to \(\mathbf k'\), with \(\mathbf n\cdot\mathbf n'=\cos\theta\). Each energy level is a doublet, heavy (h) or light (l). For an initial doublet \(a\) with orthonormal spinors \(\chi_i\) and a final doublet \(b\) with orthonormal spinors \(\chi'_j\), the overlap factor is

\[
G_{ab}(\theta)=\frac12\sum_{i=1}^{2}\sum_{j=1}^{2}\left|\chi_j'^\dagger\chi_i\right|^2 .
\]

"Spin-summed" thus means summed over the final doublet and averaged over the initial one. A sum over both would be twice as large.

**Assumptions on the scatterer.** Its potential \(V(\mathbf r)\) does not act on spin, varies little within a lattice cell, and is treated to lowest order (Born approximation).

## Where the overlap comes from

**Lemma 1.** Under these assumptions the matrix element is \(\tilde V(\mathbf q)\,\chi'^\dagger\chi/\Omega\), where \(\mathbf q=\mathbf k'-\mathbf k\), \(\tilde V(\mathbf p)=\int V e^{-i\mathbf p\cdot\mathbf r}d^3r\), and \(\Omega\) is the crystal volume.

*Proof.* The states are \(\psi=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}\sum_\nu\chi_\nu u_\nu(\mathbf r)\). The product \(u_\mu^\dagger u_\nu\) has the period of the lattice, so it is a Fourier sum over reciprocal lattice vectors, \(\sum_{\mathbf G}B^{\mathbf G}_{\mu\nu}e^{i\mathbf G\cdot\mathbf r}\). Orthonormality over a cell gives \(B^{0}_{\mu\nu}=\delta_{\mu\nu}\). Therefore

\[
\langle\psi'|V|\psi\rangle=\frac1\Omega\sum_{\mathbf G}\tilde V(\mathbf q-\mathbf G)\,\chi'^\dagger B^{\mathbf G}\chi .
\]

For a smooth potential \(\tilde V\) is small at \(\mathbf q-\mathbf G\) with \(\mathbf G\ne0\). The term \(\mathbf G=0\) remains. ∎

The golden rule squares this element, and the sum over final spinors then produces the overlap factor.

## The two doublets and their projectors

**Lemma 2.** Helicities \(\pm3/2\) form the heavy doublet and \(\pm1/2\) the light one, with masses

\[
m_h=\frac{m_0}{\gamma_1-2\gamma},\qquad m_l=\frac{m_0}{\gamma_1+2\gamma}.
\]

With \(Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54\), the projectors are \(P_h=(1+Q)/2\) and \(P_l=(1-Q)/2\).

*Proof.* Since \((\mathbf k\cdot\mathbf J)^2=k^2(\mathbf n\cdot\mathbf J)^2\), \(H\) is diagonal in helicity. The square is \(9/4\) or \(1/4\), so the bracket in \(H\), divided by \(k^2\), is

\[
\gamma_1+\tfrac52\gamma-\tfrac92\gamma=\gamma_1-2\gamma,
\qquad
\gamma_1+\tfrac52\gamma-\tfrac12\gamma=\gamma_1+2\gamma .
\]

Correspondingly \(Q=9/4-5/4=+1\) on heavy states and \(Q=1/4-5/4=-1\) on light ones. Then \((1\pm Q)/2\) equals one on the desired doublet and zero on the other. ∎

**Lemma 3.** \(\operatorname{Tr}[Q(\mathbf n)Q(\mathbf n')]=4P_2(\cos\theta)\), with \(P_2(x)=(3x^2-1)/2\).

*Proof.* A common rotation of both directions is a unitary transformation of the spinors and leaves the trace unchanged. We may therefore take \(\mathbf n\) along \(z\) and \(\mathbf n'\) in the \(xz\) plane. With \(c=\cos\theta\) and \(s=\sin\theta\),

\[
Q'=c^2J_z^2+s^2J_x^2+cs(J_zJ_x+J_xJ_z)-\tfrac54 .
\]

The matrix \(Q=J_z^2-5/4\) is diagonal, so only diagonal elements of \(Q'\) enter. The mixed product changes \(J_z\) by \(\pm1\) and contributes nothing. The constant contributes nothing because \(\operatorname{Tr}Q=2-2=0\).

For the diagonal elements of \(J_x^2\), note that \(J_x^2-J_y^2=(J_+^2+J_-^2)/2\) has no diagonal part. Hence \(J_x^2\) and \(J_y^2\) have equal diagonal elements, each \((15/4-m^2)/2\), where \(m\) is the eigenvalue of \(J_z\). This is \(3/4\) for \(|m|=3/2\) and \(7/4\) for \(|m|=1/2\). Thus

\[
\operatorname{Tr}QJ_z^2=2\cdot\tfrac94-2\cdot\tfrac14=4,
\qquad
\operatorname{Tr}QJ_x^2=2\cdot\tfrac34-2\cdot\tfrac74=-2 .
\]

The result is \(4c^2-2s^2=6c^2-2=4P_2(c)\). ∎

## The theorem

**Theorem.** In the spherical Luttinger model,

\[
G_{hh}=G_{ll}=\frac{1+3\cos^2\theta}{4},\qquad
G_{hl}=G_{lh}=\frac{3\sin^2\theta}{4}.
\]

*Proof.* Because \(P_a=\sum_i\chi_i\chi_i^\dagger\), and similarly for \(P_b'\), the double sum is a trace:

\[
G_{ab}=\tfrac12\operatorname{Tr}[P_a(\mathbf n)P_b(\mathbf n')].
\]

Write \(P_a=(1+\sigma_aQ)/2\), with \(\sigma_h=1\) and \(\sigma_l=-1\). The terms linear in \(Q\) or \(Q'\) are traceless, and \(\operatorname{Tr}1=4\), so

\[
G_{ab}=\frac18\left[4+4\sigma_a\sigma_bP_2(c)\right]=\frac{1+\sigma_a\sigma_bP_2(c)}2 .
\]

For equal types this is \((2+3c^2-1)/4=(1+3c^2)/4\). For unlike types it is \((2-3c^2+1)/4=3(1-c^2)/4=3s^2/4\). ∎

The factors depend on neither the wave numbers nor \(\gamma\), because the spinors depend only on direction. Their sum is one, as completeness of the four final spinors requires.

As a numerical test, \(H\) was diagonalized at 200 random pairs of wave vectors of unequal length. The four laws held with a largest absolute error of \(1.0\times10^{-15}\).

**Proposition.** The average over the initial doublet is unnecessary: every normalized spinor in it gives the same sum over final spinors.

*Proof.* Use the axes of Lemma 3. Between \(m=3/2\) and \(m=-3/2\), \(Q'\) has no matrix element, since it changes \(m\) by at most two. Its two diagonal elements there are equal:

\[
\tfrac94c^2+\tfrac34s^2-\tfrac54=\tfrac32c^2-\tfrac12=P_2(c).
\]

Between \(m=1/2\) and \(m=-1/2\), the squares in \(Q'\) have no element, and the mixed product gives \((m+m')\langle m'|J_x|m\rangle=0\). The diagonal elements are

\[
\tfrac14c^2+\tfrac74s^2-\tfrac54=\tfrac12-\tfrac32c^2=-P_2(c).
\]

So \(Q'\), restricted to either initial doublet, is a number times the identity. The same holds for \(P'_b=(1+\sigma_bQ')/2\), whose expectation value is the sum over final spinors. ∎

**Remark (backscattering).** A spin-\(3/2\) state of maximal projection is a product of three parallel spins \(1/2\). Along an axis tilted by \(\theta\), each is found parallel with probability \(C=\cos^2(\theta/2)\) and antiparallel with \(S=\sin^2(\theta/2)\). From helicity \(3/2\), the probabilities of final helicities \(3/2,1/2,-1/2,-3/2\) are therefore \(C^3,3C^2S,3CS^2,S^3\). The heavy part is

\[
C^3+S^3=(C+S)^3-3CS(C+S)=1-\tfrac34\sin^2\theta ,
\]

in agreement with the theorem. At \(\theta=180^\circ\) it equals one. The spinor is unchanged, but its helicity label reverses because the direction of motion has reversed. At \(90^\circ\) the heavy-to-heavy factor has its minimum, \(1/4\).

**Remark (scatterers that act on \(\mathbf J\)).** If the perturbation contains a matrix \(M\) in the band-edge space, the trace becomes \(\tfrac12\operatorname{Tr}[P_aM^\dagger P'_bM]\), and the theorem no longer applies. For example, \(M=J_x^2-J_y^2\) changes \(m\) by \(\pm2\). For \(\mathbf n=\mathbf n'\) along \(z\) it takes \(3/2\) to \(-1/2\), so it couples heavy to light and not heavy to heavy, the reverse of the theorem at \(\theta=0\). Deformation potentials for shear strain also contain matrices in \(\mathbf J\), but which doublets they couple depends on the strain and on the direction of motion. With the same \(M\) and \(\mathbf n=\mathbf n'\) along \(x\), for instance, heavy couples to heavy as well.

## Consequences for momentum loss

**Corollary 1 (isotropic scatterer).** If \(|\tilde V|^2\) is independent of angle, the overlap halves both the heavy-to-heavy scattering rate and its momentum-loss rate.

*Proof.* With \(x=\cos\theta\),

\[
\frac12\int_{-1}^{1}\frac{1+3x^2}{4}dx=\frac12\cdot\frac{2+2}{4}=\frac12 .
\]

Momentum loss carries the extra weight \(1-x\). The term in \(x\) integrates to zero because \(G_{hh}\) is even. ∎

**Corollary 2 (screened Coulomb scatterer).** Let \(N\) randomly placed, singly charged centres per volume have \(\tilde V=e^2/[\varepsilon(q^2+\kappa^2)]\) up to sign, where \(\varepsilon\) is the permittivity and \(1/\kappa\) the screening length. Put \(b=4k^2/\kappa^2\) and \(a=2/b\). The heavy-to-heavy momentum-loss rate is

\[
R_{hh}=A\left[\ln(1+b)-\frac{b}{1+b}-\delta\right],\qquad
A=\frac{Ne^4m_h}{8\pi\varepsilon^2\hbar^3k^3},
\]

\[
\delta=\tfrac34\left[2+6a-a(4+3a)\ln(1+b)\right].
\]

The overlap is responsible for \(\delta\), which tends to \(3/2\) for weak screening, \(b\to\infty\).

*Proof.* The density of final states per spinor and volume is \(m_hk/(2\pi^2\hbar^2)\). With \(u=1-x\), elastic scattering gives \(q^2=2k^2u\), so \(q^2+\kappa^2=2k^2(u+a)\). The golden rule yields

\[
R_{hh}=N\frac{2\pi}{\hbar}\,\frac{m_hk}{2\pi^2\hbar^2}\,\frac{e^4}{4\varepsilon^2k^4}\,\frac12\int_0^2\frac{u\,G_{hh}}{(u+a)^2}du
=A\int_0^2\frac{u\,G_{hh}}{(u+a)^2}du .
\]

Since \(1-x^2=u(2-u)\), we have \(G_{hh}=1-\tfrac34u(2-u)\). The first term gives

\[
\int_0^2\frac{u\,du}{(u+a)^2}=\ln\frac{2+a}{a}+\frac{a}{2+a}-1=\ln(1+b)-\frac b{1+b}.
\]

In the second, set \(t=u+a\):

\[
\frac{u^2(2-u)}{(u+a)^2}=2+3a-t-\frac{4a+3a^2}{t}+\frac{a^2(2+a)}{t^2}.
\]

Integrated from \(t=a\) to \(2+a\), the terms give \(4+6a\), \(-(2+2a)\), \(-(4a+3a^2)\ln(1+b)\) and \(2a\). Their sum is the bracket in \(\delta\). As \(a\to0\), \(a\ln(1+b)\to0\) and \(\delta\to3/2\). ∎

For strong screening, \(b\to0\), the potential becomes independent of angle and Corollary 1 applies.

## Example: a heavy hole in p-type germanium

As model inputs, chosen to resemble germanium and not meant as precise measured values, take \(\gamma_1=13.4\), \(\gamma_2=4.2\) and \(\gamma_3=5.7\). The spherical model uses

\[
\gamma=\frac{2\gamma_2+3\gamma_3}{5}=\frac{8.4+17.1}{5}=5.10 ,
\]

so \(m_h=m_0/3.2=0.3125\,m_0\) and \(m_l=m_0/23.6=0.0424\,m_0\). Take a heavy hole of 40 meV at 300 K, with \(10^{17}\ \mathrm{cm^{-3}}\) ionized acceptors, an equal hole density and relative permittivity 16. Then \(k_h=\sqrt{2m_hE}/\hbar=0.5728\ \mathrm{nm^{-1}}\). The Debye length, \(1/\kappa=\sqrt{\varepsilon k_BT/(e^2N)}\), is 15.12 nm. Hence

\[
b=4(0.5728\times15.12)^2\approx300,\qquad A=0.1687\ \mathrm{ps^{-1}} .
\]

The bracket without overlap is 4.710, and \(\delta=1.415\), already near its limit of 1.5. Keeping mass, energy and screening fixed, the momentum-loss rates are

\[
0.1687\times4.710\approx0.795\ \mathrm{ps^{-1}}\quad(G_{hh}\to1),
\]
\[
0.1687\times3.295\approx0.556\ \mathrm{ps^{-1}}\quad(\text{with }G_{hh}).
\]

The overlap lowers this rate by 30%. It lowers the rate of scattering out of the state by only about 4%, from 25.2 to 24.3 \(\mathrm{ps^{-1}}\). The latter has the integrand \(G_{hh}/(u+a)^2\), concentrated at \(u\lesssim a\), where \(1-G_{hh}\approx3u/2\) is small. The additional factor \(u\) in momentum loss gives weight to angles well outside this forward peak, where the overlap matters. These need not be backward angles: about three quarters of the lowering comes from \(\theta<90^\circ\).

For heavy-to-light scattering the final wave number is \(k_l=0.2109\ \mathrm{nm^{-1}}\). The transfer \(q\) cannot fall below \(k_h-k_l\approx0.36\ \mathrm{nm^{-1}}\), and in that forward direction \(G_{hl}=0\). Scattering into the light band therefore lacks the strong forward peak that dominates the heavy-to-heavy scattering-out rate. The momentum loss is small for another reason: the density of final states is smaller by the factor \((m_l/m_h)^{3/2}\approx0.05\), while the angular average differs from the heavy-to-heavy one by only about 11%. The loss of initial momentum, weighted by \(1-(k_l/k_h)\cos\theta\), is 0.031 \(\mathrm{ps^{-1}}\). The two channels together give 0.587 \(\mathrm{ps^{-1}}\). This is not yet an inverse transport time, since holes scattered into the light band continue to carry current and the two bands must be solved together.

## How far real germanium departs from the model

Real germanium breaks the spherical assumption visibly. With the unequal \(\gamma_2\) and \(\gamma_3\) chosen above, the heavy mass is about \(0.2\,m_0\) along [100] and \(0.5\,m_0\) along [111], against \(0.31\,m_0\) in the spherical model. The factor \(G_{hh}\) then changes by 0.050 (root mean square, absolute) over 1500 random pairs of directions, and by 0.145 at most in that sample; maximizing over the two directions gives about 0.15. Phonons matter still more for the total momentum-loss rate. A rough phonon-limited mobility of 1900 \(\mathrm{cm^2/Vs}\), converted with \(m_h\) alone, corresponds to 2.96 \(\mathrm{ps^{-1}}\), about five times the impurity rate found above at 40 meV. This compares a thermal average with a rate at one energy. If the heavy-to-heavy impurity relaxation time is averaged with the weight \(E^{3/2}e^{-E/k_BT}\) that enters the mobility, its inverse is 0.29 \(\mathrm{ps^{-1}}\) in the same Born model, and the ratio is about ten. The impurities lower the mobility by more than this ratio suggests, because the rates add at each energy and impurity scattering is strongest for slow holes. In a heavy-band-only estimate with the phonon rate scaled to 1900 \(\mathrm{cm^2/Vs}\), the mobility falls to about 1625 \(\mathrm{cm^2/Vs}\) for an energy-independent phonon rate and to about 1470 \(\mathrm{cm^2/Vs}\) for one proportional to \(E^{1/2}\), against 1730 \(\mathrm{cm^2/Vs}\) from adding the averaged rates. The example therefore describes one contribution, not the mobility of the material.

The Born parameter \(e^2/(4\pi\varepsilon\hbar v)\), with \(v=\hbar k_h/m_h\), is 0.64, so the Born rates are estimates. For a one-component particle of mass \(m_h\) at 40 meV, exact phase shifts put the momentum-loss rate about 4% below its Born value for an attractive centre (an ionized acceptor) and about 22% below for a repulsive one; this gauges the error without overlap, not that of the four-band problem. The scattering-out rate needs particular care: at 24.3 \(\mathrm{ps^{-1}}\) the hole would travel only \(v/(24.3\ \mathrm{ps^{-1}})\approx9\) nm between events, less than the screening length of 15 nm. It is a golden-rule sum dominated by small deflections, not a count of separate collisions. Higher orders pass through intermediate spinors and do not simply carry the factor \(G_{ab}\).

Band mixing and lattice-scale terms have smaller effects on the heavy-to-heavy result. With a split-off energy of 0.29 eV, a spherical six-band calculation leaves \(G_{hh}\) unchanged, because the split-off states have helicity \(\pm1/2\) and cannot mix with \(\pm3/2\). It reduces \(G_{hl}\) by 0.9%, the weight lost by the light state to the split-off band. The heavy-to-light rate changes more than this, because the light band is no longer parabolic: its density of states at 40 meV rises by about 17%, and the momentum loss in this channel rises from 0.031 to about 0.036 \(\mathrm{ps^{-1}}\). The six-band model omits the conduction band, which mixes with the light holes more strongly. Including it, with a direct gap of 0.8 eV and a Kane energy of 26 eV as rough inputs, reduces \(G_{hl}\) by about 5% in all, raises the density of states by about 30%, and gives a momentum loss of about 0.038 \(\mathrm{ps^{-1}}\). At the largest transfer, \(2k_h\), the first neglected lattice-scale component of the screened potential is 0.4% of the retained one, for the same permittivity; the short-range core of a real acceptor is not included. The hole density is 2% of the heavy-band effective density of states, so the holes are non-degenerate. Linear Debye screening is nevertheless marginal here, because a sphere of radius \(1/\kappa\) contains only about 1.5 holes. Halving or doubling \(\kappa^2\) changes the heavy-to-heavy momentum-loss rate by about 20%, while the lowering due to the overlap stays between 27% and 34%. All of this concerns unstrained bulk germanium. Strain or confinement in a thin layer splits the heavy and light levels at \(k=0\), the spinors then depend on the wave number as well as its direction, and the theorem does not apply. In silicon the much smaller split-off energy and stronger warping make it a poorer guide. Some of the values in this section are listed in the numerical output below.

## Computed results

```
Rough Ge gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
Spherical gamma = (2 gamma2 + 3 gamma3)/5: 5.10
Heavy, light mass: 0.3125, 0.0424 m0
Largest error of the four laws, 200 random pairs: 1.0e-15
Traces with Qz of Jz^2, Jx^2, JzJx+JxJz: 4.0, -2.0, 0.0
Factors from diagonalization: angle (deg), G_hh, G_hl
    0  1.0000  0.0000
   30  0.8125  0.1875
   60  0.4375  0.5625
   90  0.2500  0.7500
  120  0.4375  0.5625
  180  1.0000  0.0000
Angular average of G_hh: 0.5000
Same with weight 1 - cos(theta): 0.5000
Hole energy: 40 meV; temperature: 300 K
Acceptor and hole density: 1.0e+17 cm^-3
Relative permittivity (rough): 16
Debye length: 15.12 nm
Heavy, light wave number: 0.5728, 0.2109 nm^-1
b = 4 k^2/kappa^2: 300.0
Coulomb bracket without overlap: 4.710
Coulomb bracket with overlap: 3.295
Lowering of bracket: 1.415
Lowering for very weak screening: 1.5000
Prefactor of bracket: 0.1687 ps^-1
Scattering-out rate h-h, overlap set to 1: 25.224 ps^-1
Scattering-out rate h-h, with overlap: 24.276 ps^-1
Scattering-out rate h-l, with overlap: 0.0346 ps^-1
Momentum-loss rate h-h, overlap set to 1: 0.7948 ps^-1
Momentum-loss rate h-h, with overlap: 0.5560 ps^-1
Momentum-loss rate h-l, with overlap: 0.0309 ps^-1
Ratio h-h momentum loss, with/without: 0.700
Ratio h-h scattering out, with/without: 0.962
Neglected effects:
Warped heavy mass [100], [111]: 0.200, 0.500 m0
Warping change of G_hh, rms: 0.050
Warping change of G_hh, largest in 1500 pairs: 0.145
Split-off energy (rough): 0.29 eV
Six-band G_hh, G_hl at 90 deg: 0.2500, 0.7433
Six-band G_hl / four-band G_hl: 0.9911
Six-band light wave number: 0.2173 nm^-1
Lattice constant (rough): 0.566 nm
Coulomb V(G-2k)/V(2k), lattice-scale part: 0.0040
Born parameter e^2/(4 pi eps hbar v): 0.644
Density / heavy-band effective states: 0.0228
Rough phonon-limited mobility: 1900 cm2/Vs
Phonon rate e/(mobility m_h): 2.96 ps^-1
```
